\section*{Input Power That Halves the Gain of a Saturable Optical Amplifier}

\section*{Question}

A travelling-wave semiconductor optical amplifier feeds a silicon photonic chip with light near 1550 nm. Its small-signal gain is 30 dB, so its linear power gain for a very weak input is $G_0=10^{30/10}=1000$. Its saturation power is $P_s=10$ mW, defined as the local optical power at which the gain coefficient has half its unsaturated value. All powers are measured inside the waveguide.

The length is $L=1.5$ mm, the confinement factor $\Gamma=0.1$, the active cross-section $wd=0.1\ \mu\mathrm{m}^2$, the differential gain $a=3\times10^{-16}\ \mathrm{cm}^2$ and the transparency density $N_{\rm tr}=10^{18}\ \mathrm{cm}^{-3}$. These are rough typical values.

In parts (a) to (d), take a steady signal at one frequency, uniform pumping, a constant carrier lifetime $\tau$ and a single pass. Neglect internal loss and amplified spontaneous emission.

\begin{enumerate}
\item[(a)] From the carrier balance, derive the dependence of the gain coefficient on the local power. Find the carrier lifetime implied by the data.
\item[(b)] Derive the relation between the gain $G$ of the whole device and the input power $P_{\rm in}$. Show that each input gives one gain.
\item[(c)] Find the input power that halves the linear gain. Where in the device is the gain lost, and for which $G_0$ does a solution exist?
\item[(d)] How does the answer change if the quoted 10 mW is instead the output power at which the total gain has halved?
\item[(e)] Include an internal loss $\alpha=5\ \mathrm{cm}^{-1}$, with the small-signal net gain held at 30 dB and $P_s$ unchanged.
\item[(f)] Return to $\alpha=0$ and include amplified spontaneous emission in one polarization, with spontaneous-emission factor $n_{\rm sp}=1.5$ and a bandwidth of 30 nm. Again hold the small-signal gain at 30 dB.
\item[(g)] Assess how far the answer to (c) can be trusted for a real device.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Saturation of the local gain}

Let $N$ be the carrier density and $R$ the pump rate per unit volume. A fraction $\Gamma$ of the power $P$ travels in the active region, so the photon flux there is $\Gamma P/(wd\,h\nu)$. Multiplied by the material gain $a(N-N_{\rm tr})$, this flux gives the net stimulated recombination rate per unit volume. In the steady state
\begin{equation}
R-\frac{N}{\tau}-a(N-N_{\rm tr})\frac{\Gamma P}{wd\,h\nu}=0 .
\end{equation}
Write $N=N_{\rm tr}+n$ and collect the terms in $n$:
\begin{equation}
n\left(\frac1\tau+\frac{\Gamma aP}{wd\,h\nu}\right)=R-\frac{N_{\rm tr}}{\tau}.
\end{equation}
Multiplication by $\tau$ and division by the resulting bracket give
\begin{equation}
n=\frac{R\tau-N_{\rm tr}}{1+P/P_s},\qquad P_s=\frac{h\nu\,wd}{\Gamma a\tau}.
\end{equation}
The mode overlaps the active region by the fraction $\Gamma$, so its gain coefficient is $g=\Gamma a n$. Hence
\begin{equation}
g=\frac{g_0}{1+P/P_s},\qquad g_0=\Gamma a(R\tau-N_{\rm tr}).
\label{local}
\end{equation}
At $P=P_s$ the coefficient is $g_0/2$, as the definition requires. At this power stimulated emission removes the excess density $n$ at the rate $n/\tau$. Energy is also conserved: the stimulated rate per unit length, times $h\nu$, is $wd\,an\,\Gamma P/wd=gP$, which is the power gained by the signal per unit length.

With $h\nu=1.282\times10^{-19}$ J, the lifetime is
\begin{equation}
\tau=\frac{h\nu\,wd}{\Gamma aP_s}
=\frac{(1.282\times10^{-19})(10^{-9})}{(0.1)(3\times10^{-16})(10^{-2})}\ \mathrm{s}
\approx0.43\ \mathrm{ns},
\end{equation}
where areas are in $\mathrm{cm}^2$ and power is in W. For a weak signal $g_0L=\ln G_0$, so $g_0=6.908/0.15\ \mathrm{cm}=46.05\ \mathrm{cm}^{-1}$. The unsaturated excess density is $g_0/(\Gamma a)=1.535\times10^{18}\ \mathrm{cm}^{-3}$. The steady-state law follows the instantaneous power when that power varies slowly compared with $\tau$. When the power alternates much faster than $\tau$, the carriers respond to its average, and the law holds for the average power. Between these limits the time-dependent carrier equation is needed.

\subsection*{(b) Gain of the whole device}

The signal obeys $dP/dz=gP$. Insert (\ref{local}) and separate the variables:
\begin{equation}
\left(\frac1P+\frac1{P_s}\right)dP=g_0\,dz .
\label{sep}
\end{equation}
Integrate from $P_{\rm in}$ at $z=0$ to $GP_{\rm in}$ at $z=L$:
\begin{equation}
\ln G+\frac{(G-1)P_{\rm in}}{P_s}=g_0L=\ln G_0 .
\end{equation}
Therefore
\begin{equation}
\boxed{\ln\frac{G_0}{G}=\frac{(G-1)P_{\rm in}}{P_s}}
\label{gain}
\end{equation}
For a given positive input, the left side falls as $G$ rises, while the right side grows. At $G=1$ the left side is the larger, since $\ln G_0>0$; at $G=G_0$ it is zero and the right side is positive. The two sides are therefore equal at one value of $G$, which lies between 1 and $G_0$.

The gain can also be written explicitly. With $p=P_{\rm in}/P_s$, equation (\ref{gain}) reads $\ln G+pG=\ln G_0+p$. Exponentiate and multiply by $p$ to obtain $pG\,e^{pG}=pG_0e^p$. The principal Lambert function $W$ is defined for positive arguments by $We^W=x$, so
\begin{equation}
G=\frac{W(pG_0e^p)}{p}.
\end{equation}
For the present device, this gives 29.60 dB at an input of $1\ \mu$W, 28.47 dB at $5\ \mu$W and 22.44 dB at $100\ \mu$W. Saturation sets in gradually, without a threshold.

Equation (\ref{gain}) is also an energy balance. The power added to the signal is
\begin{equation}
(G-1)P_{\rm in}=P_s\ln(G_0/G).
\label{added}
\end{equation}
For a very strong input $G$ approaches 1, and the added power approaches $P_s\ln G_0=69$ mW. This is the largest power that the model amplifier can deliver to the signal.

\subsection*{(c) The halving input}

Set $G=G_0/2$ in (\ref{gain}). The left side becomes $\ln2$, and
\begin{equation}
\boxed{P_{\rm in}=\frac{P_s\ln2}{G_0/2-1}}
\label{half}
\end{equation}
For the given data,
\begin{equation}
P_{\rm in}=\frac{(10\ \mathrm{mW})(0.693147)}{499}
=0.01389\ \mathrm{mW}\approx14\ \mu\mathrm{W},
\end{equation}
or $-18.6$ dBm. The gain is then 500, or 26.99 dB, which is 3.01 dB below its small-signal value. Numerical integration of the propagation equation, combined with a search for the halving input at $G_0=10$, 100 and 1000, agrees with (\ref{half}) to within a relative difference of $10^{-7}$.

The input is far below $P_s$ because saturation is governed by the amplified light. The output is $500\times13.89\ \mu\mathrm{W}=6.95$ mW. By (\ref{local}), the local gain coefficient is 99.9\% of its unsaturated value at the input end, but 59\% at the output end.

The loss of gain can be located more closely. Since $g_0-g=gP/P_s$ and $gP\,dz=dP$, the logarithmic gain lost up to the point where the power is $P$ equals $(P-P_{\rm in})/P_s$. Half of the total loss therefore arises after the signal has reached about half its final power. By (\ref{sep}), the last doubling of the power occupies the length
\begin{equation}
\frac{1}{g_0}\left(\ln2+\frac{6.95-3.47}{10}\right)
=\frac{1.04}{46.05\ \mathrm{cm}^{-1}}\approx0.23\ \mathrm{mm}.
\end{equation}
Thus about 15\% of the device accounts for half of the lost logarithmic gain.

Two limits of (\ref{half}) are useful. For $G_0\gg2$, the input tends to $2P_s\ln2/G_0$: ten times more gain means ten times less input. The output tends to $P_s\ln2$, so the output at halved gain hardly depends on $G_0$. As $G_0$ approaches 2 from above, the required input grows without limit. The reason is that saturation can bring this lossless amplifier down towards transparency, $G=1$, but not into absorption. A finite halving input therefore exists for $G_0>2$.

\subsection*{(d) The other meaning of saturation power}

If 10 mW is the output at which the total gain has halved, no propagation law is needed:
\begin{equation}
P_{\rm in}=\frac{10\ \mathrm{mW}}{500}=20\ \mu\mathrm{W}.
\end{equation}
The two definitions are connected by multiplying (\ref{half}) by $G_0/2$:
\begin{equation}
P_{\rm out}=\frac{G_0\ln2}{G_0-2}\,P_s .
\end{equation}
An output of 10 mW then corresponds to an intrinsic saturation power of
\begin{equation}
P_s=\frac{998}{1000\times0.693147}\,(10\ \mathrm{mW})=14.4\ \mathrm{mW}.
\end{equation}
The difference between 14 and $20\ \mu$W is thus one of definition, and a specification must say which power it quotes.

\subsection*{(e) Internal loss}

Let $\gamma=\ln G_0/L=46.05\ \mathrm{cm}^{-1}$ be the unsaturated net gain coefficient. To keep it fixed, the pump must now supply $g_0=\gamma+\alpha=51.05\ \mathrm{cm}^{-1}$. With $x=P/P_s$,
\begin{equation}
\frac{dx}{dz}=x\left(\frac{\gamma+\alpha}{1+x}-\alpha\right)
=\frac{x(\gamma-\alpha x)}{1+x}.
\label{loss}
\end{equation}
To separate the variables, write
\begin{equation}
\frac{1+x}{x(\gamma-\alpha x)}=\frac{A_1}{x}+\frac{A_2}{\gamma-\alpha x},
\qquad 1+x=A_1(\gamma-\alpha x)+A_2x .
\end{equation}
The constant terms give $A_1=1/\gamma$. The terms in $x$ give $A_2=1+\alpha/\gamma=g_0/\gamma$. Integration from $p$ to $Gp$ yields
\begin{equation}
\frac{\ln G}{\gamma}-\frac{g_0}{\gamma\alpha}
\ln\frac{\gamma-\alpha Gp}{\gamma-\alpha p}=L .
\end{equation}
Multiply by $\gamma$ and use $\gamma L=\ln G_0$:
\begin{equation}
-\frac{g_0}{\alpha}\ln\frac{\gamma-\alpha Gp}{\gamma-\alpha p}
=\ln\frac{G_0}{G}.
\end{equation}
At $G=G_0/2$ the right side is $\ln2$, so the fraction inside the logarithm equals $r=2^{-\alpha/g_0}$. Then $\gamma-\alpha Gp=r\gamma-r\alpha p$, or $\gamma(1-r)=\alpha p(G-r)$, and
\begin{equation}
P_{\rm in}=P_s\,\frac{\gamma}{\alpha}\,\frac{1-r}{G_0/2-r}.
\end{equation}
Here $r=2^{-5/51.05}=0.9344$, which gives $P_{\rm in}=12.1\ \mu$W, 13\% below the lossless result. For $\alpha\to0$, $1-r\to\alpha\ln2/g_0$ and $g_0\to\gamma$, so (\ref{half}) is recovered.

The sign of the shift follows from (\ref{loss}). Its net gain coefficient is $\gamma/(1+x)-\alpha x/(1+x)$, which at every positive power is below the lossless value $\gamma/(1+x)$. The gain saturates, whereas the constant loss assumed here does not. The same input therefore emerges with less gain, and a smaller input suffices to halve it. In a real active region part of the loss is induced by the carriers and falls with $N$, which makes the shift smaller.

\subsection*{(f) Amplified spontaneous emission}

Spontaneous emission into the guided mode acts as a seed of $n_{\rm sp}$ photons per mode. Over a bandwidth $\Delta\nu$ in one polarization, its power is
\begin{equation}
A=n_{\rm sp}h\nu\,\Delta\nu .
\end{equation}
The 30 nm band corresponds to $\Delta\nu=c\,\Delta\lambda/\lambda^2=3.744$ THz, so $A=0.720\ \mu$W. Take the gain as flat inside the band and $n_{\rm sp}$ as constant. The signal $S$, forward noise $F$ and backward noise $B$ obey
\begin{equation}
\frac{dS}{dz}=gS,\qquad \frac{dF}{dz}=g(F+A),\qquad
\frac{dB}{dz}=-g(B+A),
\end{equation}
with $F(0)=0$ and $B(L)=0$. All three saturate the same carriers:
\begin{equation}
g=\frac{g_0}{1+(S+F+B)/P_s}.
\label{asegain}
\end{equation}

Use the accumulated logarithmic gain $h(z)=\int_0^z g\,dz'$ as the coordinate, with $h(L)=\ln G$. Since $dh=g\,dz$, the equations become linear with constant coefficients, and the boundary conditions give
\begin{equation}
S=P_{\rm in}e^h,\qquad F=A(e^h-1),\qquad B=A(Ge^{-h}-1).
\end{equation}
Equation (\ref{asegain}) now reads $[1+(S+F+B)/P_s]\,dh=g_0\,dz$. Both $\int_0^{\ln G}e^h\,dh$ and $\int_0^{\ln G}Ge^{-h}\,dh$ equal $G-1$, so integration over the device gives
\begin{equation}
g_0L=\ln G+\frac{P_{\rm in}(G-1)+2A(G-1-\ln G)}{P_s}.
\label{ase}
\end{equation}
The measured small-signal gain already includes saturation by the noise. It fixes the pump through (\ref{ase}) with $P_{\rm in}=0$ and $G=G_0$:
\begin{equation}
g_0L=\ln G_0+\frac{2A(G_0-1-\ln G_0)}{P_s}.
\end{equation}
Equate the two expressions and solve for the signal term:
\begin{equation}
P_{\rm in}(G-1)=P_s\ln\frac{G_0}{G}
+2A\left(G_0-G-\ln\frac{G_0}{G}\right).
\end{equation}
At $G=G_0/2$ this becomes
\begin{equation}
P_{\rm in}=\frac{P_s\ln2+2A(G_0/2-\ln2)}{G_0/2-1}.
\end{equation}
The numerator is $6.931+0.719=7.650$ mW. Division by 499 gives $P_{\rm in}=15.3\ \mu$W, 10\% above the noiseless result.

Without a signal, 0.72 mW of noise leaves each end. When the signal lowers the gain, this noise falls and releases carriers, which partly restores the gain. The signal must be stronger to overcome this, by about $2A=1.44\ \mu$W when $G_0$ is large.

\subsection*{(g) A real device}

The parameters lie in the regime of telecom semiconductor amplifiers, though 30 dB is towards the upper end of their usual gain. Real devices have loss and noise, treated above. They also depart from the model in the following ways, each taken alone.

\emph{Carrier lifetime.} In a real device the lifetime depends on density. A strong case is recombination purely cubic in $N$, at the rate $CN^3$, with the gain still linear in $N$. Let $N_0$ be the unsaturated density, $n_0=N_0-N_{\rm tr}$, $y=g/g_0$ and $N=N_{\rm tr}+yn_0$. The carrier balance makes $yP$ proportional to $N_0^3-N^3$. Since $N_0-N=(1-y)n_0$, factorization gives
\begin{equation}
P=K\,\frac{1-y}{y}\,(N_0^2+N_0N+N^2),
\end{equation}
where $K$ is set by $y=1/2$ at $P=P_s$. The constant-lifetime law is $P=P_s(1-y)/y$. The cubic case thus replaces $P_s$ by a quantity that grows with $N$ and exceeds $P_s$ whenever $P<P_s$. The gain is then harder to saturate at these powers. Numerical propagation with the same densities and small-signal gain gives $16.3\ \mu$W, a rise of 17\%. This is not an upper bound: a material gain that grows more slowly than linearly with $N$, as in quantum wells, shifts the input further in the same direction.

\emph{Temperature.} Suppose that warming by 5 K lowers the gain by 0.2 dB/K, a rough value, while $P_s$ stays fixed. Then $G_0$ falls by 1 dB to 794, and (\ref{half}) gives $17.5\ \mu$W, a rise of 26\%. This input halves the new small-signal gain; it does not bring the gain to 500. The sensitivity reflects the nearly inverse dependence on $G_0$.

\emph{Two-photon absorption.} With a coefficient $\beta=30$ cm/GW and a mode area of $1\ \mu\mathrm{m}^2$, the added loss coefficient at the output is $0.021\ \mathrm{cm}^{-1}$. It lowers the halving input by 0.12\%, which is negligible here.

\emph{Facet reflections.} Let each facet have power reflectivity $\mathcal R$. One round trip multiplies the field by $\mathcal RG e^{i\phi}$, where $\phi$ is the round-trip phase. For $\mathcal RG<1$ the sum over round trips is geometric, and the transmitted power is proportional to $|1-\mathcal RGe^{i\phi}|^{-2}$. The ratio of its largest to its smallest value at fixed $G$ is
\begin{equation}
\left(\frac{1+\mathcal RG}{1-\mathcal RG}\right)^2 .
\end{equation}
For $\mathcal R=10^{-5}$, a demanding value, the ripple is 0.17 dB at $G=1000$ and 0.09 dB at $G=500$. At $\mathcal R=10^{-3}$ the product $\mathcal RG_0$ would reach 1, the threshold of oscillation, and the single-pass description would fail.

\emph{Coupling.} If a fraction $\eta$ of the external light enters the waveguide, the external input is $P_{\rm in}/\eta$. For $\eta=0.5$ it is $28\ \mu$W.

The shifts from loss, noise, recombination and warming range from 10\% to 26\% in size and differ in sign. They were found separately, so their sum is not a prediction for all of them together. Noise, cubic recombination and warming all act upward, and together they can carry the input to about $20\ \mu$W, while the formula of (e) with $\alpha=15\ \mathrm{cm}^{-1}$ gives $9.6\ \mu$W. The model result of $14\ \mu$W is therefore an estimate of scale for such a device, uncertain by some tens of per cent through details outside the simple model. The numerical output lists the values used.

\section*{Computed results}
\begin{verbatim}
INPUTS
small-signal gain: 30 dB
small-signal linear gain G0: 1000.0
intrinsic saturation power Ps: 10 mW
length: 1.5 mm
wavelength: 1550 nm
confinement factor: 0.1
active cross-section: 0.1 um^2
differential gain: 3e-16 cm^2
transparency density: 1e+18 cm^-3
MAIN RESULT
photon energy: 1.282e-19 J
unsaturated gain coefficient: 46.05 1/cm
carrier density above transparency: 1.535e+18 cm^-3
carrier lifetime implied by Ps: 0.4272 ns
ln 2: 0.693147
input that halves the gain: 13.891 uW
same input: -18.57 dBm
output at that input: 6.9454 mW
power added to the signal: 6.9315 mW
local gain / unsaturated, input end: 0.9986
local gain / unsaturated, output end: 0.5901
input 1.00 uW: gain 912.8 = 29.60 dB
input 5.00 uW: gain 703.7 = 28.47 dB
input 13.89 uW: gain 500.0 = 26.99 dB
input 50.00 uW: gain 265.9 = 24.25 dB
input 100.00 uW: gain 175.2 = 22.44 dB
IF 10 mW IS THE OUTPUT POWER AT HALVED GAIN
input that halves the gain: 20.00 uW
intrinsic Ps then implied: 14.40 mW
NEGLECTED EFFECTS, ONE AT A TIME: halving input (shift)
internal loss: 5 1/cm
with internal loss: 12.11 uW (-12.80 %)
spontaneous-emission factor: 1.5
ASE bandwidth: 30 nm
ASE bandwidth in frequency: 3.744 THz
ASE seed power A: 0.720 uW
ASE output per end, no signal: 0.719 mW
with ASE: 15.33 uW (+10.37 %)
with purely cubic recombination: 16.32 uW (+17.47 %)
two-photon coefficient: 30 cm/GW
effective mode area: 1 um^2
two-photon loss at output: 0.0208 1/cm
with two-photon absorption: 13.87 uW (-0.12 %)
facet power reflectivity: 1e-05
gain ripple at G0: 0.174 dB
gain ripple at G0/2: 0.087 dB
gain drift with temperature: 0.2 dB/K
warming: 5 K
after warming: 17.50 uW (+25.96 %)
\end{verbatim}
